# Heat Capacity of Hydrogen Tunnelling Between Two Biased Sites in Niobium

## What dimensions and symmetry fix

A hydrogen atom trapped beside an oxygen atom in niobium can sit on either of two neighbouring tetrahedral sites. Two energies describe the pair: the splitting $\Delta>0$ produced by tunnelling when the sites are equivalent, and the difference $\varepsilon$ of the site energies when they are not.

Apart from a constant, a real two-state Hamiltonian is a combination of the Pauli matrices $\sigma_z$ and $\sigma_x$, with coefficients here proportional to $\varepsilon$ and $\Delta$. A change of basis rotates the vector $(\varepsilon,\Delta)$ but cannot change the eigenvalues. The level spacing $E$ therefore depends only on the length of this vector. It is an energy, so it is proportional to that length, and for $\Delta=0$ it must equal $|\varepsilon|$. Hence $E=\sqrt{\Delta^2+\varepsilon^2}$.

With $k$ Boltzmann's constant and $T$ the temperature, the heat capacity divided by $k$ is dimensionless and can depend only on $x=E/kT$. Any maximum thus lies at a temperature proportional to $E$ and has a height independent of $E$. It remains to derive the two-state model and to find the function of $x$.

## Theorem

**Assumptions.**

1. The two lowest states of the hydrogen atom are well separated from all others, and $kT$ and $|\varepsilon|$ are small compared with that separation.
2. $\Delta$ and $\varepsilon$ do not depend on temperature.
3. The trapped atoms are independent, in thermal equilibrium, and share one value of $E$.

**Convention.** $\Delta$ is the full splitting of the symmetric pair. The matrix element between the site states is $-\Delta/2$.

**Theorem.** The level spacing is $E=\sqrt{\Delta^2+\varepsilon^2}$. Each trapped atom contributes

$$C=k\left(\frac{x}{2}\right)^2\operatorname{sech}^2\frac{x}{2},\qquad x=\frac{E}{kT}.$$

This has a single maximum, at the positive root $x_p$ of $x\tanh(x/2)=2$, with height $C_p=k(x_p^2/4-1)$. Numerically, $x_p=2.3994$ and $C_p=0.4392\,k$.

## Lemma 1: from a double well to two sites

*Let $H_0$ be the Hamiltonian of a symmetric double well, with lowest states $|0\rangle$ (even) and $|1\rangle$ (odd) and $\Delta=E_1-E_0$. A weak tilt $Fx$ then gives, in the space of these two states and apart from a constant,*

$$H=\tfrac12\left(\varepsilon\sigma_z-\Delta\sigma_x\right),\qquad \varepsilon=2Fd,\qquad d=\langle0|x|1\rangle .$$

**Proof.** Choose real wavefunctions, with signs that make $d>0$, and define the site states

$$|R\rangle=\frac{|0\rangle+|1\rangle}{\sqrt2},\qquad |L\rangle=\frac{|0\rangle-|1\rangle}{\sqrt2}.$$

The energies of the symmetric well give

$$\langle R|H_0|R\rangle=\langle L|H_0|L\rangle=\frac{E_0+E_1}{2},\qquad \langle R|H_0|L\rangle=\frac{E_0-E_1}{2}=-\frac{\Delta}{2}.$$

The coordinate $x$ is odd, so $\langle0|x|0\rangle=\langle1|x|1\rangle=0$. Therefore

$$\langle R|x|R\rangle=\tfrac12(d+d)=d,\qquad \langle L|x|L\rangle=-d,\qquad \langle R|x|L\rangle=\tfrac12(-d+d)=0.$$

The tilt raises site $R$ by $Fd$ and lowers site $L$ by the same amount, so their difference is $\varepsilon=2Fd$. With $\sigma_z=|R\rangle\langle R|-|L\rangle\langle L|$ and $\sigma_x=|R\rangle\langle L|+|L\rangle\langle R|$, removing the constant $(E_0+E_1)/2$ leaves the stated matrix. $\square$

**Remark.** The projection omits mixing with higher states. In perturbation theory, the energy shifts of second order in $F$ are equal for two mirror-image sites and cancel from their difference. The correction to $\varepsilon$ itself starts at order $F^3$. The same mixing changes the off-diagonal element, and hence $\Delta$, already at order $F^2$, even for a uniform tilt. A real strain field need not be uniform, and it may change $\Delta$ further by deforming the barrier.

## Lemma 2: spacing and position

*The eigenvalues of $H$ are $\pm E/2$, and the mean position in the ground state is $\langle x\rangle=-d\,\varepsilon/E$.*

**Proof.** Since $\sigma_z^2=\sigma_x^2=1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$,

$$H^2=\tfrac14\left[\varepsilon^2+\Delta^2-\varepsilon\Delta(\sigma_z\sigma_x+\sigma_x\sigma_z)\right]=\tfrac14(\varepsilon^2+\Delta^2).$$

The eigenvalues are therefore $\pm\frac12\sqrt{\varepsilon^2+\Delta^2}$. They have opposite signs because $H$ has zero trace. For a normalized eigenstate, the derivative of its energy with respect to a parameter equals the expectation value of $\partial H/\partial(\text{parameter})$. Here $\partial H/\partial\varepsilon=\sigma_z/2$, so

$$\tfrac12\langle\sigma_z\rangle=\frac{\partial}{\partial\varepsilon}\left(-\frac E2\right)=-\frac{\varepsilon}{2E}.$$

Within the two-state space $x=d\,\sigma_z$, which gives the result. $\square$

For $\varepsilon=0$ the atom is shared equally. For $|\varepsilon|\gg\Delta$ it sits on the lower site. Had the off-diagonal element been called $-J$, then $\Delta=2J$ and $E=\sqrt{\varepsilon^2+4J^2}$, so the meaning of a quoted tunnelling energy must be known before it is used.

## Proof of the theorem

Lemma 2 gives the spacing. The partition function and mean energy are

$$Z=e^{x/2}+e^{-x/2}=2\cosh\frac x2,\qquad U=\frac{(-E/2)e^{x/2}+(E/2)e^{-x/2}}{Z}=-\frac E2\tanh\frac x2.$$

Since $E$ is fixed, $dx/dT=-x/T$, and

$$C=\frac{dU}{dT}=-\frac E2\cdot\frac12\operatorname{sech}^2\frac x2\cdot\left(-\frac xT\right)=\frac{Ex}{4T}\operatorname{sech}^2\frac x2=k\frac{x^2}{4}\operatorname{sech}^2\frac x2 .$$

For the maximum, differentiate the logarithm:

$$\frac{d\ln C}{dx}=\frac2x-\tanh\frac x2 .$$

This vanishes when $x\tanh(x/2)=2$. The left side has derivative $\tanh(x/2)+(x/2)\operatorname{sech}^2(x/2)>0$ and rises from zero to infinity, so there is one positive root. Below it $C$ increases with $x$, and above it $C$ decreases, so the root is the maximum. There $\tanh(x_p/2)=2/x_p$, hence

$$\frac{C_p}{k}=\frac{x_p^2}{4}\left(1-\tanh^2\frac{x_p}{2}\right)=\frac{x_p^2}{4}\left(1-\frac4{x_p^2}\right)=\frac{x_p^2}{4}-1.\qquad\square$$

**Limits.** Writing $\operatorname{sech}^2(x/2)=4e^{-x}/(1+e^{-x})^2$ gives

$$\frac Ck\to x^2e^{-x}\quad(kT\ll E),\qquad \frac Ck\to\frac{x^2}{4}\quad(kT\gg E).$$

In the cold, few atoms can cross the gap. In the heat, both levels are almost equally filled and little more energy can be stored.

**Entropy.** With $dT/T=-dx/x$,

$$\int_0^\infty\frac CT\,dT=k\int_0^\infty\frac x4\operatorname{sech}^2\frac x2\,dx
=k\left[\frac x2\tanh\frac x2-\ln\left(2\cosh\frac x2\right)\right]_0^\infty=k\ln2 .$$

Differentiating the bracket confirms the integrand. The bracket tends to zero at large $x$ and equals $-\ln2$ at $x=0$.

**Equivalent pairs.** If the atom can occupy any of $n$ equivalent site pairs around the oxygen atom, $Z$ becomes $nZ$. The factor does not change $U$ or $C$ while $n$ is constant. Pairs with different mean energies would add their own heat capacity.

## Proposition: random biases

*Let $\varepsilon$ have a Gaussian distribution of zero mean and standard deviation $s$, at fixed $\Delta$. The averaged heat capacity $\bar C$ has a maximum below $C_p$, and for $kT\ll\Delta$ and $\Delta kT\ll s^2$*

$$\frac{\bar C}{k}\to\frac{\sqrt{\Delta kT}}{s}\left(\frac{\Delta}{kT}\right)^2e^{-\Delta/kT}.$$

**Proof.** At any temperature, $C\le C_p$ for each atom, with equality for one value of $E$ only. The distribution contains a continuous range of $E$, so $\bar C<C_p$. Since $\bar C$ is continuous and vanishes in both temperature limits, it attains its maximum, which is therefore below $C_p$.

In the cold, the smallest gaps dominate. Expand $E\approx\Delta+\varepsilon^2/(2\Delta)$ in the exponent, set $E=\Delta$ in the prefactor, and replace the bias distribution by its central value $1/(s\sqrt{2\pi})$:

$$\frac{\bar C}{k}\approx\frac{1}{s\sqrt{2\pi}}\left(\frac{\Delta}{kT}\right)^2e^{-\Delta/kT}\int_{-\infty}^{\infty}e^{-\varepsilon^2/(2\Delta kT)}\,d\varepsilon .$$

The integral is $\sqrt{2\pi\Delta kT}$. $\square$

Bias can increase a gap but cannot reduce it below $\Delta$. If all atoms share one $\Delta$ and biases near zero are common, as here, the cold side of the averaged curve thus reveals $\Delta$, whereas a single Schottky curve reveals only $E$. On the hot side, $\bar C/k\to(\Delta^2+s^2)/(4k^2T^2)$.

## Worked example

Take $\Delta=0.20$ meV and $\varepsilon=0.15$ meV, round values in the rough regime of hydrogen at oxygen in niobium. Then

$$E=\sqrt{0.20^2+0.15^2}=0.25\ \text{meV},\qquad \frac Ek=2.901\ \text{K},\qquad T_p=\frac{2.901}{2.3994}=1.209\ \text{K}.$$

The curve is at half its maximum at 0.644 K and 2.696 K. Its peak is $0.4392R=3.652$ J/(mol K) per mole of trapped hydrogen, where $R$ is the gas constant. With one trapped atom per 1000 niobium atoms, this becomes 3.652 mJ/(mol K) per mole of niobium.

**A full double well.** To see how well two states suffice, consider a proton in

$$V(x)=V_b\left[(x/a)^2-1\right]^2+Fx .$$

Neighbouring tetrahedral sites are separated by the lattice constant divided by $2\sqrt2$. A lattice constant of about 0.33 nm gives $2a=0.1167$ nm. The Hamiltonian was diagonalized in a basis of sinc functions on a uniform grid, and $V_b$ was adjusted to 255.5 meV to obtain the chosen $\Delta$. This is an effective one-dimensional barrier, not a computed property of niobium.

The site displacement is $d=0.05444$ nm, so the required tilt is $F=0.15/(2\times0.05444)=1.378$ meV/nm. The full well gives a spacing of 0.2500 meV and a mean ground-state position of $-0.0327$ nm. Lemma 2 gives $-0.05444\times0.15/0.25=-0.0327$ nm. Since $\varepsilon/E=0.6$, the lower site has probability $(1+0.6)/2=0.8$.

Even for a bias of 20 meV, the formula for $E$ differs from the spacing in this well by only 0.004%. Mixing with higher states has by then lowered the effective tunnelling element by about 3%, but this hardly affects $E$ when $\varepsilon\gg\Delta$. The third level lies 128.7 meV above the ground level in the tilted well. Higher levels add $0.001k$ to the heat capacity at about 130 K. Other directions of vibration and escape to other sites are absent from this estimate and may matter earlier.

**Deuterium.** Keep the potential and the tilt fixed and replace the proton by a deuteron. The tunnel splitting falls to 0.0049 meV, while the spacing becomes 0.1536 meV and the peak moves to 0.743 K. The spacing exceeds 0.15 meV by more than the small splitting can explain, because the bias has changed: $\varepsilon=2Fd$, and $d$ depends on mass. These values belong to the one-dimensional well. In a crystal, the zero-point energy of the transverse vibrations also depends on mass and can change the effective barrier, so the splitting is not a prediction for deuterium in niobium.

To see the direction of this change, put $x=a+q$ near the right-hand minimum of the untilted well. The mean force in a nearly stationary site state vanishes:

$$0=\langle V'\rangle\approx\frac{8V_b}{a^2}\langle q\rangle+\frac{12V_b}{a^3}\langle q^2\rangle,
\qquad \langle q\rangle\approx-\frac{3}{2a}\langle q^2\rangle .$$

The atom is displaced towards the barrier by an amount that grows with its zero-point spread. The heavier deuteron spreads less, sits farther out and feels a larger energy difference under the same tilt.

**Random bias.** Now let the biases be Gaussian with $s=0.15$ meV. A weighted sum over a fine bias grid gives a maximum of $0.417k$ at 1.16 K. The peak is 5% lower than for the single bias, although the mean of $E^2$ is the same. The numerical average exceeds the cold-limit formula by 0.92% at $\Delta/kT=50$ and by 0.47% at $\Delta/kT=100$. The error halves with $T$. The first relative correction is $(kT/\Delta)\left[11/8-\Delta^2/(2s^2)\right]$, where the second term comes from the curvature of the bias distribution, so its size and sign depend on $s$: it turns negative for $s$ below about 0.12 meV. These two temperatures test the limit only, since the signal there lies far below the lattice heat estimated in the next section. For $\Delta/kT$ between 4 and 14, where the signal of one trapped atom per 1000 niobium atoms still exceeds the lattice heat, the formula holds to about 4% for this $s$.

## The backgrounds in niobium

**Lattice.** A Debye solid has $3N$ modes with density proportional to the square of their energy, up to $k\Theta$. Its thermal energy per mole at low temperature is

$$U=9RT\left(\frac T\Theta\right)^3\int_0^\infty\frac{y^3}{e^y-1}dy=\frac{3\pi^4}{5}\frac{RT^4}{\Theta^3},$$

because the integral is $6\sum_{n\ge1}n^{-4}=\pi^4/15$. Differentiation gives $C=(12\pi^4/5)R(T/\Theta)^3$. For a rough $\Theta=280$ K, this is 0.157 mJ/(mol K) at $T_p$, about 4% of the hydrogen signal.

**Electrons.** Let $N_0$ be the density of states per spin and $g$ a constant superconducting gap. Quasiparticles of energy $\epsilon=\sqrt{\xi^2+g^2}$, with $\xi$ the normal-state energy measured from the Fermi level, have thermal energy

$$U=4N_0\int_0^\infty\frac{\epsilon\,d\xi}{e^{\epsilon/kT}+1}.$$

For $g=0$, the integral is $\pi^2(kT)^2/12$, and differentiation gives the normal heat $\gamma T$ with $\gamma=2\pi^2N_0k^2/3$. For $kT\ll g$, use $\epsilon\approx g+\xi^2/(2g)$ in the exponential:

$$C\approx\frac{4N_0g^2}{kT^2}e^{-g/kT}\sqrt{\frac{\pi gkT}{2}},\qquad
\frac{C}{\gamma T}\approx\frac6{\pi^2}y^2e^{-y}\sqrt{\frac{\pi y}{2}},\quad y=\frac g{kT}.$$

With rough values $\gamma=8$ mJ/(mol K²) and $g=1.5$ meV, $y=14.4$ at $T_p$. The limiting formula gives 0.0032 mJ/(mol K), and numerical integration at constant gap gives 0.0036. In the normal state, the electronic heat would be 9.67 mJ/(mol K), larger than the hydrogen signal. Superconductivity therefore makes the peak much easier to separate from its background in this example.

**Electronic dressing.** In the normal metal, low-energy electronic excitations also follow the hydrogen atom. Model them as oscillators of energy $\omega_i$, with coupling $\frac12\sigma_z\lambda_i(b_i+b_i^\dagger)$. Completing the square shows that the two sites displace oscillator $i$ by $\mp\lambda_i/(2\omega_i)$. The overlap of two displaced ground states separated by $\lambda_i/\omega_i$ is $\exp[-\lambda_i^2/(2\omega_i^2)]$, and tunnelling is reduced by the product of these overlaps. For $\sum_i\lambda_i^2\delta(\omega-\omega_i)=2K\omega$, the factor is

$$\exp\left[-K\int_E^{2g}\frac{d\omega}{\omega}\right]=\left(\frac{E}{2g}\right)^K .$$

The upper limit is the energy needed to break a pair: below it, the cold superconductor lacks these excitations. Both limits are approximate: superconductivity also changes the spectrum of excitations above $2g$, and oscillators slower than the hydrogen do not follow it. For a rough $K=0.05$, the factor is $(0.25/3.0)^{0.05}=0.88$. With the BCS pair-creation spectrum for potential scattering in place of a sharp cut at $2g$, the effective upper limit is $eg/2\approx1.36g$ and the factor becomes 0.90; the estimates below do not change at the digits shown. If 0.20 meV is the splitting in the superconductor, the estimated normal-state spacing is $E=0.23$ meV. Using it in the two-state formula puts the peak near 1.1 K. This is only a rough guide: in the normal metal, thermal electronic excitations make the dressing depend on temperature, against assumption 2, and broaden the levels. Neither effect is included.

**Comparison with the real case.** Niobium is superconducting below roughly 9 K, so without a strong magnetic field the predicted peak lies in the superconducting state. The chosen splitting and trapped fraction are rough but reasonable scales for this system. One assumption that fails in a real sample is that every atom has the same bias, since defects strain different traps differently. For the Gaussian spread used here, this moves the peak from 1.21 to 1.16 K and lowers it by 5%; a wider spread or a different distribution needs its own average. Slow equilibration would also invalidate the equilibrium formula, because a measurement shorter than the relaxation time misses part of the heat.
